# Ghost functions for surfaces and electron-trapping vacancies in Gaussian basis calculations

## What symmetry demands of the vacuum tail

Far outside a surface the potential is constant, and we set it to zero. Shifting a decaying solution of energy $E<0$ by a distance $s$ gives another decaying solution of the same energy. In one dimension there is one such solution up to a factor, so $\psi(x+s)=C(s)\psi(x)$, and the tail must be an exponential, $e^{-\kappa x}$. The only length that can be formed from $\hbar$, $m$ and $|E|$ is $\hbar/\sqrt{2m|E|}$, which fixes $\kappa$ up to a number. The equation $-(\hbar^2/2m)\psi''=E\psi$ makes that number one:

$$\kappa=\frac{\sqrt{2m|E|}}{\hbar}.$$

A Gaussian $e^{-\alpha(x-R)^2}$ has neither property. It has a preferred centre $R$ and a length $\alpha^{-1/2}$ unrelated to $E$. On a chain of spacing $d$, its usefulness depends on $\alpha d^2$.

An unlimited set of powers or exponents on the atoms could still build the tail, or an electron trapped in a vacancy. The difficulty concerns the finite, compact sets used in crystals. We examine it for one electron in a fixed one-dimensional potential, without self-consistency or lattice relaxation.

## Why the atom-centred tail fails

Let the last atom be at $x=0$, with vacuum at $x>0$, and let $\alpha$ be the smallest exponent. Compared with $e^{-\alpha x^2}$, a function of the same exponent on an atom at $R<0$ is smaller by

$$e^{-\alpha[(x-R)^2-x^2]}=e^{-\alpha(R^2+2x|R|)}\to0.$$

Functions with larger exponents die faster still. If the coefficient of the outermost, most diffuse function is not zero, the basis state $\phi$ therefore obeys

$$-\frac{\phi'}{\phi}\to2\alpha x,\qquad \frac{\phi}{\psi}\propto e^{-\alpha x^2+\kappa x}\to0 .$$

If that coefficient vanishes, the next surviving Gaussian takes over and the ratio still tends to zero.

## What a row of ghosts can represent

A ghost is a basis function on a site without an atom. Consider an infinite row with coefficients $e^{-\kappa jd}$. Writing $-\kappa jd=-\kappa x+\kappa(x-jd)$ gives

$$\sum_j e^{-\kappa jd-\alpha(x-jd)^2}=e^{-\kappa x}\sum_j f(x-jd),\qquad f(u)=e^{\kappa u-\alpha u^2}.$$

The last sum has period $d$. By Poisson summation its Fourier coefficients are $F(G)/d$, with $G=2\pi n/d$ and

$$F(G)=\int_{-\infty}^{\infty}e^{\kappa u-\alpha u^2-iGu}\,du=\sqrt{\frac{\pi}{\alpha}}\;e^{(\kappa-iG)^2/4\alpha}.$$

Since $(\kappa-iG)^2-\kappa^2=-G^2-2i\kappa G$, we have $|F(G)/F(0)|=e^{-G^2/4\alpha}$. The terms $n=\pm1$ combine into a cosine, so the leading relative ripple is

$$2e^{-\pi^2/(\alpha d^2)},$$

independent of $\kappa$. For $\alpha d^2=2$ it is 1.4%. Compact Gaussians can thus make a good exponential, provided that they are present where the exponential is needed.

A real row ends, say at $j=J$. With $y=x-\kappa/2\alpha$, completing the square gives

$$-\kappa jd-\alpha(x-jd)^2=-\alpha(jd-y)^2-\kappa x+\frac{\kappa^2}{4\alpha}.$$

At $y=(J+\tfrac12)d$ the reflection $j\to2J+1-j$ exchanges the retained and missing terms. The truncated row therefore has half its full value at

$$x_{1/2}=(J+\tfrac12)d+\frac{\kappa}{2\alpha}.$$

Each ghost moves this point outward by $d$. This holds for the prescribed coefficients, not necessarily for those found by minimizing the energy.

## Why a vacancy also needs functions

Removing a repulsive site subtracts its potential and so adds an attractive well centred where the site was. If the atom's functions are removed too, the basis has a hole at the bottom of that well.

Suppose that the vacancy is at $x=0$ and the potential is even. The lowest state is then even and nodeless, and

$$\frac{\psi''(0)}{\psi(0)}=\frac{2m}{\hbar^2}\,[V(0)-E].$$

For $E>V(0)$ it has a maximum at the vacancy. Compare equal positive functions on the two neighbours, $f(x)=e^{-\alpha(x-d)^2}+e^{-\alpha(x+d)^2}$. Each term has second derivative $(4\alpha^2d^2-2\alpha)e^{-\alpha d^2}$ at the origin, so

$$f''(0)=4\alpha e^{-\alpha d^2}(2\alpha d^2-1).$$

The pair has a minimum there if $2\alpha d^2>1$. Coefficients of mixed sign could in principle reverse this, so a general argument must not depend on their choice.

Let $E_0,E_1,\ldots$ be the true levels and $\psi_0,\psi_1,\ldots$ their states. Expand the normalized basis state as $\phi=\sum_n c_n\psi_n$. Then

$$\Delta E=\langle\phi|H|\phi\rangle-E_0=\sum_n(E_n-E_0)|c_n|^2\ge(E_1-E_0)(1-|c_0|^2),$$

because every $n\ge1$ costs at least $E_1-E_0$. Let $P$ project on the basis. Since $\phi$ lies in the basis, $|c_0|=|\langle\phi|P\psi_0\rangle|\le\|P\psi_0\|$. With the missing norm $\delta=1-\|P\psi_0\|^2$, this gives

$$\Delta E\ge(E_1-E_0)\,\delta .$$

No choice of coefficients escapes this bound. The remedy must supply the missing part of $\psi_0$.

## Why not make the atomic functions more diffuse?

The product of two equal Gaussians a distance $D$ apart has exponent $-2\alpha(x-D/2)^2-\alpha D^2/2$. Their normalized overlap is therefore $e^{-\alpha D^2/2}$. For one function per site, the overlap eigenvalue at wave number $k$ is, again by Poisson summation,

$$S(k)=\sum_n e^{-\alpha d^2n^2/2}\cos(knd)=\sqrt{\frac{2\pi}{\alpha d^2}}\sum_n e^{-(kd+2\pi n)^2/(2\alpha d^2)}.$$

It is smallest at $kd=\pi$, where neighbouring coefficients alternate in sign. The terms $n=0$ and $n=-1$ are then equal and dominate for diffuse functions:

$$S_{\min}\simeq2\sqrt{\frac{2\pi}{\alpha d^2}}\;e^{-\pi^2/(2\alpha d^2)}.$$

With $d=0.2$ nm, $S_{\min}$ falls from 0.30 at $\alpha=50$ nm$^{-2}$ to 0.0017 at 15 nm$^{-2}$. Normalizing the alternating combination divides by $\sqrt{S_{\min}}$ and magnifies rounding errors. In the opposite limit, very compact functions are nearly independent, but a row of them has a large ripple.

## How large: a missing anion

The model chain alternates cations and anions at $d=0.2$ nm. Their potentials are $-5$ eV and $+4$ eV times $e^{-x^2/w^2}$, with $w=0.2$ nm. Each atom carries s functions with exponents 50 and 150 nm$^{-2}$. Reference levels come from diagonalization on a Fourier grid and are numerically converged for this model. They are not levels of a real material.

For the lowest level of the perfect chain the basis error is below $10^{-5}$ eV. Higher levels are described less well: the error reaches 0.007 eV at the top of the first band and is larger in the second. Removing one anion from a 20-site periodic cell gives a trapped level at $-3.143$ eV. The potential at the empty site is $-3.534$ eV, so with $\hbar^2/2m=0.0381$ eV nm$^2$,

$$\frac{\psi''(0)}{\psi(0)}=\frac{-3.534+3.143}{0.0381}\approx-10\ \mathrm{nm}^{-2},$$

which confirms a maximum. For the neighbour pair, $2\alpha d^2=4$ predicts a minimum. The full atom-only calculation, with all signs free, also has one. Its density at the vacancy is 0.53 nm$^{-1}$ instead of 2.51 nm$^{-1}$.

| Basis for the vacancy | Error in trapped level (eV) |
|---|---:|
| atoms only | 0.897 |
| one ghost function, 50 nm$^{-2}$ | 0.023 |
| both ghost functions | 0.006 |
| same two functions, 1.1 nm away | 0.877 |
| atoms with s and p functions | 0.030 |
| atoms with an added 15 nm$^{-2}$ function | below $10^{-5}$ |

The trap depth, measured from the lowest level of the perfect chain, is 2.16 eV in the reference but 1.26 eV with atoms only. Almost no error cancels, because the lowest level of the perfect chain has almost none. The atom-only error depends on the cell although the reference level does not: it is 0.862, 0.897 and 0.906 eV for 12, 20 and 40 sites. Both ghost functions restore 2.15 eV. Moving them away recovers 0.02 eV instead of 0.89 eV, so their position matters, not merely their number.

The atom-only missing norm is 0.045, and the gap to the next level is $-1.416+3.143=1.727$ eV. The bound is $1.727\times0.045\approx0.08$ eV, far below the actual error of 0.90 eV. It prices all the missing weight at the first excited level and takes the largest possible overlap with $\psi_0$. It proves that an error is unavoidable but does not estimate its size.

The last two rows of the table show that the failure belongs to the small two-s set, not to atom-centred functions as such: enriching the atoms lowers the error from 0.897 eV to 0.030 eV or less. The error below $10^{-5}$ eV is found in periodic cells of 12 to 40 sites, but not in every chain: in an open chain of 41 sites with the central anion removed, the same three exponents leave 0.009 eV. When every atom is enriched, the price is linear dependence. In the perfect chain the smallest overlap eigenvalue is $3\times10^{-4}$ for the two-s basis and $7\times10^{-7}$ with p functions. With the diffuse function it is zero within rounding. The energy calculations discard directions with overlap eigenvalues below $10^{-9}$. The enriched results need the nearly dependent directions: with a threshold of $10^{-4}$ the 20-site errors rise to 0.06 eV with p functions and 0.026 eV with the diffuse function. Ghosts at the vacancy instead restore the perfect-chain basis, with the conditioning already accepted there.

## How large: a surface

A 16-site slab ends in a cation at $x=0$. Its lowest level, $-2.032$ eV, is localized at that end. Hence $\kappa=\sqrt{2.032/0.0381}=7.30$ nm$^{-1}$, and the reference state has this logarithmic slope at 0.9 nm. The atom-only state has slope $2\times50\times1.0=100$ nm$^{-1}$ at 1.0 nm. At 0.4 nm its amplitude is already only 0.3% of the reference.

The energy error is 0.489 eV without ghosts, 0.047 eV with one ghost site and 0.028 eV with two. With four it is still 0.022 eV. More vacuum sites evidently do not supply what remains missing.

With three ghost sites the amplitude is within 4% of the reference at 0.2, 0.4 and 0.6 nm, but 21% too large at 0.8 nm. The distance at which the ratio first falls below one half is 0.17, 0.39, 0.51, 0.86 and 0.815 nm for zero to four ghost sites, and it stays near 0.83 nm for five to sixteen. It does not advance by $d$ each time, and the last step goes backwards.

Energy minimization never promised otherwise. Choose the sign so that $0\le c_0\le1$. The inequality for $\Delta E$ then gives

$$\|\phi-\psi_0\|^2=2(1-c_0)\le2(1-c_0^2)\le\frac{2\Delta E}{E_1-E_0}.$$

This controls the total error, not a ratio where both amplitudes are tiny. The squared error in the vacuum does fall, from 0.12 without ghosts to 0.0009 with three.

The basis also permits a false tail. Far from the atoms, the coefficient vectors $\mathbf c_j$ on a long ghost row obey $\sum_n A_n\mathbf c_{j+n}=0$, where $(A_n)_{pr}=\langle g_p(0)|T+|E||g_r(nd)\rangle$. Here $T$ is the kinetic energy and $g_p(R)$ is the function with exponent $p$ at $R$. Inserting $\mathbf c_j=\mathbf v\,e^{ikjd}$ requires $\det\sum_nA_ne^{iknd}=0$. At the reference energy there is a solution $k=\pi/d+iq$ with $q=0.95$ nm$^{-1}$. It alternates in sign from site to site and decays much more slowly than the true tail. With sixteen ghost sites the coefficients of the 50 nm$^{-2}$ functions do alternate in sign and, beyond the first few sites, shrink by about 0.8 per site, close to $e^{-qd}=0.83$. That this component causes the irregular distances above remains a conjecture, since it was not removed and the distances recomputed.

## What to do

- **Vacancies:** remove the atom but keep its basis functions, and use the same basis for the perfect crystal. Test the energy and the density at the empty site. This matters most when a state has weight there.
- **Surfaces:** add ghost layers outside the last atoms and follow the required quantity itself, not only the energy. In this model the first site removes about 90% of the energy error. A plateau in the energy does not show that the basis is complete, nor that the amplitude far out has settled.
- **Distant tails:** do not infer their quality from the energy. Where the potential has become constant, continue the state as $e^{-\kappa x}$ from a point at which it is still well described. This single exponential is the one-dimensional case. At a real surface each component of parallel wave vector $\mathbf k_\parallel$ decays with $\sqrt{\kappa^2+k_\parallel^2}$, and an image potential approaches a constant only slowly.

In three dimensions the geometry, higher angular functions, electron interaction and relaxation will change the sizes of these errors. The numerical output below gives more digits for most of the numbers quoted.

## Table of computed values

```
hbar^2/(2m) = 0.038100 eV nm^2
spacing d = 0.20 nm; potential width = 0.20 nm
cation, anion strengths = -5.0, 4.0 eV
basis exponents = 50, 150 nm^-2
2 alpha d^2 for smallest exponent = 4.00 (no unit)
grid-refinement change of trap energy = 7.4e-13 eV
perfect-chain lowest level, reference = -0.98270 eV
perfect-chain basis error = 0.00000 eV
vacancy-centre potential = -3.53350 eV
trapped level, reference = -3.14263 eV
next vacancy-cell level = -1.41578 eV
trap atom-only: E = -2.24607 eV; error = 0.89656 eV
trap one ghost fn: E = -3.12008 eV; error = 0.02255 eV
trap full ghost: E = -3.13620 eV; error = 0.00644 eV
trap far functions: E = -2.26584 eV; error = 0.87679 eV
trap atom s+p: E = -3.11265 eV; error = 0.02998 eV
trap atom diffuse: E = -3.14263 eV; error = 0.00000 eV
trap depth, reference = 2.15993 eV
trap depth, atom-only = 1.26337 eV
trap depth, full ghost = 2.15350 eV
energy gain, ghost functions = 0.89012 eV
energy gain, far functions = 1.98e-02 eV
missing norm, atom-only trap = 0.045236 (no unit)
missing norm, ghost trap = 1.24e-04 (no unit)
lower bound on atom-only trap error = 0.07812 eV
density at vacancy, reference = 2.51335 nm^-1
density at vacancy, atom-only = 0.52647 nm^-1
density at vacancy, full ghost = 2.47664 nm^-1
min overlap, one s fn, alpha=50 nm^-2: 3.006e-01 (no unit)
min overlap, one s fn, alpha=15 nm^-2: 1.734e-03 (no unit)
min overlap, perfect two-s basis = 3.12e-04 (no unit)
min overlap, perfect s+p basis = 7.43e-07 (no unit)
min overlap, added alpha=15 nm^-2: 8.5e-16 (no unit)
surface level, reference = -2.03233 eV
next slab level = -0.94250 eV
surface-state weight at x > -0.3 nm = 0.98821 (no unit)
vacuum kappa from energy = 7.30358 nm^-1
reference log slope at 0.9 nm = 7.30358 nm^-1
atom-only log slope at 1.0 nm = 100.00000 nm^-1
alternating-component decay q = 0.95290 nm^-1
missing norm, atom-only surface = 0.099589 (no unit)
lower bound on surface error = 0.10853 eV
surface ghosts=0: error = 0.48887 eV; half reach = 0.1670 nm
surface ghosts=1: error = 0.04706 eV; half reach = 0.3944 nm
surface ghosts=2: error = 0.02807 eV; half reach = 0.5114 nm
surface ghosts=3: error = 0.02324 eV; half reach = 0.8578 nm
surface ghosts=4: error = 0.02234 eV; half reach = 0.8149 nm
squared vacuum wavefunction error, ghosts=0: 1.226e-01 (no unit)
squared vacuum wavefunction error, ghosts=3: 8.661e-04 (no unit)
amplitude/reference at 0.2 nm, 0 and 3 ghosts = 3.262e-01, 0.99264 (no unit)
amplitude/reference at 0.4 nm, 0 and 3 ghosts = 3.100e-03, 1.03438 (no unit)
amplitude/reference at 0.6 nm, 0 and 3 ghosts = 6.048e-07, 1.01234 (no unit)
amplitude/reference at 0.8 nm, 0 and 3 ghosts = 2.167e-12, 1.21408 (no unit)
infinite ghost-row ripple = 0.014384 (no unit)
```
